\section*{Truncated CI and coupled-cluster doubles for N Drude oscillators}

\section{Result}

Take $N$ Drude oscillators of frequency $\omega$, coupled by dipole forces, and let $S$ be the sum of the squared couplings over all pairs. $S$ grows in proportion to $N$ both for separate dimers and for a chain. If configuration interaction (CI) keeps states with at most $K$ vibrational quanta, then
\begin{equation}
 |E_K|\le\sqrt{2K(K-1)\,S}\;\propto\;\sqrt N ,
 \label{eq:claim}
\end{equation}
so at fixed $K$ its dispersion energy per dimer, or per atom, tends to zero as $N$ grows. Coupled-cluster doubles (CCD) is exact for this model, and its energy grows in proportion to $N$.

The phrase ``energy per pair'' needs a definition. Divided by all $N(N-1)/2$ pairs, even an energy proportional to $N$ tends to zero. Here a pair means one dimer in a set of $M=N/2$ dimers infinitely far from each other. For a chain in which all atoms interact, the energy per atom is used.

\section{Model}

Atomic units are used, with $\hbar=1$. Each atom has a fixed charge $-q$ and a mobile charge $+q$ of mass $m$, bound harmonically and displaced by $u_i$ along the line joining the atoms. The Coulomb energy of two atoms at distance $R$ is
\begin{equation}
 V=q^2\left[\frac1R+\frac1{R+u_2-u_1}-\frac1{R-u_1}-\frac1{R+u_2}\right].
\end{equation}
For displacements small compared with $R$, insert $1/(R+s)=1/R-s/R^2+s^2/R^3-\dots$ in each term. The constant and linear terms cancel. The quadratic terms give
\begin{equation}
 V\approx\frac{q^2}{R^3}\left[(u_2-u_1)^2-u_1^2-u_2^2\right]=-\frac{2q^2}{R^3}u_1u_2 .
\end{equation}
With $u_i=(a_i+a_i^\dagger)/\sqrt{2m\omega}$ and the polarizability $\alpha=q^2/(m\omega^2)$, this is $g\,(a_1+a_1^\dagger)(a_2+a_2^\dagger)$, where
\begin{equation}
 g=-\frac{2q^2}{R^3}\,\frac1{2m\omega}=-\frac{\alpha\omega}{R^3}.
\end{equation}
Keeping only this term defines the dipole-coupled model studied below. It is not the leading energy of the collinear Coulomb problem at large $R$. The quartic terms of the expansion contain $6q^2u_1^2u_2^2/R^5$, and with $\langle u^2\rangle=1/(2m\omega)=\alpha\omega/(2q^2)$ its first-order average is the repulsion $3\alpha^2\omega^2/(2q^2R^5)$. This is $3\omega R/q^2$ times the size of the $R^{-6}$ attraction found below. It arises because an oscillator confined to a line has a permanent quadrupole moment; for isotropic three-dimensional oscillators the corresponding average vanishes.

For $N$ atoms, measured from the energy $N\omega/2$ of the free oscillators,
\begin{equation}
 H=\omega\sum_i a_i^\dagger a_i+\tfrac12\sum_{ij}g_{ij}(a_i+a_i^\dagger)(a_j+a_j^\dagger),
 \qquad g_{ii}=0 .
 \label{eq:H}
\end{equation}
The matrix $g$ is real and symmetric, with eigenvalues $\gamma_k$. Since its diagonal vanishes,
\begin{equation}
 \sum_k\gamma_k=0,\qquad \tfrac12\sum_k\gamma_k^2=\tfrac12\operatorname{tr}g^2=\sum_{i<j}g_{ij}^2\equiv S .
 \label{eq:traces}
\end{equation}

\paragraph{Exact energy.} Because $a_i+a_i^\dagger=\sqrt{2m\omega}\,u_i$, the potential energy is $\tfrac m2\sum_{ij}(\omega^2\delta_{ij}+2\omega g_{ij})u_iu_j$. The normal frequencies and the ground-state energy are therefore
\begin{equation}
 \Omega_k=\sqrt{\omega^2+2\omega\gamma_k},\qquad E=\tfrac12\sum_k(\Omega_k-\omega).
 \label{eq:exact}
\end{equation}
Stability requires $\omega+2\gamma_k>0$ for every $k$. Otherwise the oscillators have no bound ground state and the model fails. Stability also implies that $w_k\equiv\omega+\gamma_k$ is positive.

\section{CI with two quanta}

A ``double'' is any state with two quanta, including two on one oscillator. Let $b_k$ be the operators obtained from the $a_i$ by the orthogonal matrix that diagonalizes $g$. Then
\begin{equation}
 H=\sum_k\left[\omega b_k^\dagger b_k+\tfrac12\gamma_k\left(b_k^2+b_k^{\dagger2}+2b_k^\dagger b_k+1\right)\right],
 \label{eq:modes}
\end{equation}
and the constants cancel because $\sum_k\gamma_k=0$. $H$ changes the number of quanta by $0$ or $\pm2$, so single excitations do not mix with $|0\rangle$. Among the doubles, those with one quantum in each of two modes are not coupled to $|0\rangle$ or to the other doubles. There remain $|2_k\rangle=b_k^{\dagger2}|0\rangle/\sqrt2$, with
\begin{equation}
 \langle2_k|H|0\rangle=\tfrac12\gamma_k\sqrt2=\frac{\gamma_k}{\sqrt2},\qquad
 \langle2_k|H|2_k\rangle=2w_k .
\end{equation}
For the state $|0\rangle+\sum_kc_k|2_k\rangle$ the eigenvalue equations are
\begin{equation}
 E=\sum_k\frac{\gamma_k}{\sqrt2}c_k,\qquad \frac{\gamma_k}{\sqrt2}+2w_kc_k=Ec_k .
\end{equation}
Solve the second for $c_k$, insert it in the first, and write $\varepsilon=-E$:
\begin{equation}
 \varepsilon=\frac12\sum_k\frac{\gamma_k^2}{2w_k+\varepsilon}.
 \label{eq:cid}
\end{equation}
The right side falls as $\varepsilon$ rises, so there is one positive root, the ground state. The energy of the whole system stands in every denominator: exciting one dimer appears to cost more the more other dimers there are.

If all $w_k$ were equal to $w$, Eq.~\eqref{eq:cid} would read $\varepsilon(2w+\varepsilon)=S$, with root $\sqrt{w^2+S}-w$. Raising any $w_k$ lowers the right side of Eq.~\eqref{eq:cid}, and hence the root. Therefore
\begin{equation}
 \sqrt{w_{\max}^2+S}-w_{\max}\le\varepsilon\le\sqrt{w_{\min}^2+S}-w_{\min}.
 \label{eq:bracket}
\end{equation}
With the $w_k$ bounded and $S\to\infty$, this gives $\varepsilon/\sqrt S\to1$. For $M$ dimers $S=Mg^2$, so the energy per dimer approaches $-|g|/\sqrt M$.

\section{CI with any fixed number of quanta}

Let $P=\tfrac12\sum_{ij}g_{ij}a_ia_j$. Since $g_{ii}=0$, reordering the operators in Eq.~\eqref{eq:H} leaves no constant, and
\begin{equation}
 H=\sum_kw_kb_k^\dagger b_k+P+P^\dagger .
\end{equation}
The first term is nonnegative. For a normalized state $\psi$ with at most $K$ quanta,
\begin{equation}
 \langle\psi|H|\psi\rangle\ge2\,\mathrm{Re}\langle\psi|P\psi\rangle\ge-2\|P\psi\| .
\end{equation}
The triangle inequality followed by the Cauchy--Schwarz inequality gives
\begin{align}
 \|P\psi\|&\le\tfrac12\sum_{ij}|g_{ij}|\,\|a_ia_j\psi\|
 \le\tfrac12\Big(\sum_{ij}g_{ij}^2\Big)^{1/2}\Big(\sum_{ij}\|a_ia_j\psi\|^2\Big)^{1/2}\nonumber\\
 &=\tfrac12\sqrt{2S}\,\langle n(n-1)\rangle^{1/2}\le\tfrac12\sqrt{2S\,K(K-1)} ,
\end{align}
where $n$ is the total number of quanta and $\sum_{ij}a_j^\dagger a_i^\dagger a_ia_j=n(n-1)$. The energy is also at most zero, because $|0\rangle$ is an allowed trial state. This proves Eq.~\eqref{eq:claim}. Since the bound scales as $K\sqrt N$, it stops forcing a loss only if $K$ grows at least as fast as $\sqrt N$. That growth is necessary but not sufficient: for separate dimers the sharper bound below requires $K$ to grow in proportion to $N$.

For separate dimers the limiting constant can be found. Number the dimers by $p$ and define $B^\dagger=M^{-1/2}\sum_pa_{p1}^\dagger a_{p2}^\dagger$. Then
\begin{equation}
 P+P^\dagger=g\sqrt M\,(B+B^\dagger),\qquad [B,B^\dagger]=1+n/M .
\end{equation}
At fixed $K$ and large $M$, $B$ acts as an ordinary boson operator. The rest of $H$ stays bounded while $|g|\sqrt M$ grows. The longest ladder starts from $|0\rangle$ and ends after $K/2$ steps ($K$ even). Hence $|E_K|/(|g|\sqrt M)$ tends to the largest eigenvalue of $b+b^\dagger$ cut off at $K/2$ bosons, which is $1$, $\sqrt3$ and $2.334$ for $K=2,4,6$. More quanta raise the constant but leave the power of $M$ unchanged.

The same commutator shows how fast $K$ must grow. Let $\lambda_n$ be the largest eigenvalue of $B^\dagger B$ on states with $n$ quanta. It equals the largest eigenvalue of $BB^\dagger$ on states with $n-2$ quanta, so $\lambda_n=\lambda_{n-2}+1+(n-2)/M$ with $\lambda_0=\lambda_1=0$. For even $K$ this gives $M\lambda_K=\tfrac K2\left(M+\tfrac K2-1\right)$, and no $\lambda_n$ with $n<K$ is larger. Then $|E_K|\le2\|P\psi\|\le2|g|\sqrt{M\lambda_K}=|g|\sqrt{K(K+2M-2)}$, so the energy per dimer tends to zero whenever $K/M$ does.

\section{Coupled-cluster doubles}

The CCD state is $e^T|0\rangle$ with $T=\tfrac12\sum_{ij}t_{ij}a_i^\dagger a_j^\dagger$ and $t$ symmetric. Let
\begin{equation}
 A_i\equiv[a_i,T]=\sum_jt_{ij}a_j^\dagger .
\end{equation}
$A_i$ commutes with $T$, so $e^{-T}a_ie^T=a_i+A_i$, while creation operators are unchanged. Acting on $|0\rangle$, the parts of $e^{-T}He^T$ are as follows.
\begin{align}
 \omega\sum_ia_i^\dagger a_i&\to\omega\sum_{ij}t_{ij}a_i^\dagger a_j^\dagger|0\rangle,\\
 P^\dagger&\to\tfrac12\sum_{ij}g_{ij}a_i^\dagger a_j^\dagger|0\rangle,\\
 \sum_{ij}g_{ij}a_i^\dagger a_j&\to\tfrac12\sum_{ij}(gt+tg)_{ij}a_i^\dagger a_j^\dagger|0\rangle,\\
 P&\to\tfrac12\operatorname{tr}(gt)|0\rangle+\tfrac12\sum_{ij}(tgt)_{ij}a_i^\dagger a_j^\dagger|0\rangle .
 \label{eq:Ptrans}
\end{align}
The third line keeps the symmetric part of $gt$, since the creation operators commute. In the last line, $(a_i+A_i)(a_j+A_j)|0\rangle=(t_{ij}+A_iA_j)|0\rangle$. Setting the two-quantum part of the sum to zero gives the CCD equations:
\begin{equation}
 E=\tfrac12\operatorname{tr}(gt),\qquad g+2\omega t+gt+tg+tgt=0 .
 \label{eq:ccd}
\end{equation}
No states with four or more quanta appear in the sum. Once Eq.~\eqref{eq:ccd} holds, $e^{-T}He^T|0\rangle=E|0\rangle$, so $e^T|0\rangle$ is an eigenstate of $H$. This exactness rests on $H$ being quadratic, and it does not carry over to anharmonic oscillators or to electrons in general.

Take $t$ diagonal in the modes of $g$, with eigenvalues $\tau_k$. Then $\gamma_k+2w_k\tau_k+\gamma_k\tau_k^2=0$. Since $w_k^2-\gamma_k^2=\omega^2+2\omega\gamma_k=\Omega_k^2$, the root that vanishes with the coupling satisfies
\begin{equation}
 \gamma_k\tau_k=\Omega_k-w_k=\frac{\Omega_k^2-w_k^2}{\Omega_k+w_k}=-\frac{\gamma_k^2}{w_k+\Omega_k}.
\end{equation}
Stability gives $|\gamma_k|<w_k+\Omega_k$, so $|\tau_k|<1$ and the state can be normalized. The energy is
\begin{equation}
 E_{\rm CCD}=\tfrac12\sum_k(\Omega_k-\omega-\gamma_k)=\tfrac12\sum_k(\Omega_k-\omega)=-\frac12\sum_k\frac{\gamma_k^2}{w_k+\Omega_k},
 \label{eq:eccd}
\end{equation}
which is the exact ground-state energy of Eq.~\eqref{eq:exact}. Unlike Eq.~\eqref{eq:cid}, each denominator holds the frequencies of its own mode and not the total energy. It follows that
\begin{equation}
 \frac{S}{w_{\max}+\Omega_{\max}}\le-E_{\rm CCD}\le\frac{S}{w_{\min}+\Omega_{\min}} ,
\end{equation}
so the energy is bounded on both sides by multiples of $N$ when $S\propto N$ and the $\gamma_k$ stay within fixed stable limits. For separate dimers $g$ is block diagonal, hence so is $t$, and the energy is $M$ times that of one dimer.

\section{What the quadruples do}

Multiply Eq.~\eqref{eq:Ptrans} by $e^T$ from the left. Its left side becomes $Pe^T|0\rangle$, whose two-quantum part comes from the quadruples $\tfrac12T^2|0\rangle$:
\begin{equation}
 P\,\tfrac12T^2|0\rangle=\tfrac12\operatorname{tr}(gt)\,T|0\rangle+\tfrac12\sum_{ij}(tgt)_{ij}a_i^\dagger a_j^\dagger|0\rangle .
\end{equation}
In the two-quantum part of $He^T|0\rangle=Ee^T|0\rangle$, the first term on the right cancels $E\,T|0\rangle$. Physically, while one dimer is excited the others keep their own correlation energy, and this needs states in which two dimers are excited together. CI doubles omits those states. With coefficients $c_{ij}$ in place of $t_{ij}$, its equation is
\begin{equation}
 g+2\omega c+gc+cg=Ec,\qquad E=\tfrac12\operatorname{tr}(gc),
\end{equation}
and the uncancelled $Ec$ produces the $\varepsilon$ in the denominators of Eq.~\eqref{eq:cid}.

\section{Size of the loss for dimers}

One dimer has $\gamma=\pm g$. With $x=|g|/\omega$, expanding the square roots in Eq.~\eqref{eq:exact} gives for $M$ dimers
\begin{equation}
 \frac{\varepsilon_{\rm CCD}}{\omega}=M\left(\frac{x^2}2+\frac{5x^4}8+\dots\right).
\end{equation}
The leading term is the London energy of the dipole-coupled model, $-g^2/(2\omega)=-\alpha^2\omega/(2R^6)$ per dimer. For CI doubles let $e=\varepsilon/\omega$. Expanding the two denominators $2\pm2x+e$ gives
\begin{equation}
 e=\frac{Mx^2}2\left(1+x^2-\frac e2+\dots\right)=\frac{Mx^2}2+\frac{Mx^4}2-\frac{M^2x^4}8+\dots
\end{equation}
The difference, for $Mx^2\ll1$, is
\begin{equation}
 \varepsilon_{\rm CCD}-\varepsilon_{\rm CID}\approx\frac{\omega x^4}{8}M(M+1).
 \label{eq:deficit}
\end{equation}
Write $M(M+1)=2M+M(M-1)$. The part $2M$ is $M$ times the deficit $\omega x^4/4$ of a single dimer, which can itself hold four quanta. The part $M(M-1)$ vanishes for one dimer and grows with the number of pairs of dimers; it is the failure of extensivity.

For small $x$ but any $Mx^2$, setting $w_k\approx\omega$ gives $\varepsilon_{\rm CID}\approx\omega(\sqrt{1+Mx^2}-1)$. Its ratio to the London energy is
\begin{equation}
 \frac{\sqrt{1+Mx^2}-1}{Mx^2/2}=\frac2{\sqrt{1+Mx^2}+1},
\end{equation}
which falls to one half at $Mx^2=8$.

\section{Worked example}

Take the round model values $\omega=0.5$ hartree, $\alpha=10$ bohr$^3$ and $R=5$ bohr. They serve only to fix the coupling in Eq.~\eqref{eq:H}. For $q=1$ the root-mean-square displacement would be $1.58$ bohr, not small against $R$, and the omitted $R^{-5}$ term would be $+12$ millihartree, so the numbers below describe the dipole Hamiltonian and not the full Coulomb interaction. The coupling is
\begin{equation}
 g=-\frac{10\times0.5}{125}=-0.04\ \text{hartree},\qquad x=\frac{0.04}{0.5}=0.08 .
\end{equation}
The London energy is $-(0.04)^2/(2\times0.5)=-1.600$ millihartree per dimer. The exact value is $-1.613$ millihartree ($-43.89$ meV). Energies per dimer in millihartree are given below, where CI-$K$ keeps at most $K$ quanta.

\begin{center}
\begin{tabular}{rrrrr}
$M$ & CCD & CI-2 & CI-4 & CI-6\\ \hline
1 & $-1.613$ & $-1.608$ & $-1.613$ & $-1.613$\\
10 & $-1.613$ & $-1.585$ & $-1.613$ & $-1.613$\\
100 & $-1.613$ & $-1.409$ & $-1.596$ & $-1.612$\\
1000 & $-1.613$ & $-0.861$ & $-1.260$ & $-1.458$\\
10000 & $-1.613$ & $-0.353$ & $-0.583$ & $-0.754$
\end{tabular}
\end{center}

For one dimer CI-2 recovers 99.7\% of the exact energy; for 10000 dimers it recovers 22\%. The small-$x$ formula reproduces the last CI-2 entry: $Mx^2=64$, and $500(\sqrt{65}-1)/10^4=0.353$ millihartree. Half the energy is lost at $M=1224$, against the estimate $8/x^2=1250$. At $M=10$ the total deficit is $0.2811$ millihartree, and Eq.~\eqref{eq:deficit} gives $500\times(0.08)^4\times110/8=0.2816$. This closeness is partly accidental. The sixth-order terms are $\tfrac{21}{16}Mx^6$ in $\varepsilon_{\rm CCD}/\omega$ and $(\tfrac12M-\tfrac12M^2+\tfrac1{16}M^3)x^6$ in $e$, so the correction to Eq.~\eqref{eq:deficit} is $\omega x^6M(13+8M-M^2)/16$, which changes sign between $M=9$ and $M=10$. For one dimer the deficit is $0.0053$ millihartree against $0.0051$ from Eq.~\eqref{eq:deficit}.

The exact state shows why a fixed truncation fails. In one mode, $e^{\tau b^{\dagger2}/2}|0\rangle$ has squared norm $(1-\tau^2)^{-1/2}$, and its two-quantum part has weight $\tau^2/2$ relative to the vacuum. With $\tau_\pm$ the amplitudes of the two modes of a dimer, the weight of the exact state of $M$ dimers on at most two quanta is
\begin{equation}
 W=p_0^M(1+Mq),\quad p_0=\sqrt{(1-\tau_+^2)(1-\tau_-^2)},\quad q=\tfrac12(\tau_+^2+\tau_-^2).
\end{equation}
Since $p_0<1$, $W$ vanishes exponentially at large $M$. It is $0.99$ at $M=100$, $0.51$ at $M=1000$ and $1.3\times10^{-6}$ at $M=10000$. $W$ does not measure the fraction of energy recovered, which is $0.87$, $0.53$ and $0.22$ at these three values of $M$. At large $M$ that fraction falls only as a power of $M$. The normalized projection $(1+T)|0\rangle$ has an energy whose numerator grows as $M$ and whose norm is $1+Mq$, so its energy per dimer falls as $1/M$. Optimizing the coefficients, as CI-2 does, improves this to $1/\sqrt M$.

\paragraph{Chain.} Place $N$ atoms at spacing $R$ and keep all couplings $g_{ij}=g/|i-j|^3$. No row of $g$ has absolute sum above $2|g|\sum_{n\ge1}n^{-3}\approx2.404|g|$, so $|\gamma_k|<0.193\,\omega$ and the chain is stable for every $N$. $S$ lies between $(N-1)g^2$ and $Ng^2\sum_{n\ge1} n^{-6}$, so it grows as $N$. The bounds above therefore apply. The energies per atom, in millihartree, are:

\begin{center}
\begin{tabular}{rrr}
$N$ & CCD & CI-2\\ \hline
10 & $-1.544$ & $-1.510$\\
100 & $-1.712$ & $-1.468$\\
1000 & $-1.729$ & $-0.883$
\end{tabular}
\end{center}

For an infinite chain the modes are plane waves of phase $\kappa$ per site, with $\gamma(\kappa)=2g\sum_{n\ge1}\cos(n\kappa)/n^3$. Averaging $\tfrac12(\Omega-\omega)$ over $\kappa$ gives $-1.731$ millihartree per atom. The CCD energy per atom added between $N=500$ and $N=1000$ agrees with this to all printed digits. CI-2 at $N=1000$ keeps 51\% of the exact energy. There $\varepsilon/\sqrt S=0.69$, still below its limit of 1, so the chain has not yet reached the pure square-root regime. The numerical check checks the derived formulas against explicit diagonalization on small systems.

\section*{Table of computed values}
\begin{verbatim}
omega = 0.5 hartree, alpha = 10.0 bohr^3, R = 5.0 bohr
coupling g = -40.0000 mhartree;  x = |g|/omega = 0.0800
second-order energy per dimer = -1.600000 mhartree
exact = CCD energy per dimer = -1.612975 mhartree
exact = CCD energy per dimer = -43.8913 meV
energy per dimer (mhartree), CI by maximum number of quanta:
M | CCD | CI-2 | CI-4 | CI-6 | CI-2/CCD | weight on <= 2 quanta
1 | -1.612975 | -1.607688 | -1.612962 | -1.612975 | 0.99672 | 1.000e+00
10 | -1.612975 | -1.584867 | -1.612696 | -1.612973 | 0.98257 | 9.999e-01
100 | -1.612975 | -1.409294 | -1.595657 | -1.611974 | 0.87372 | 9.878e-01
1000 | -1.612975 | -0.861235 | -1.259892 | -1.457765 | 0.53394 | 5.125e-01
10000 | -1.612975 | -0.353175 | -0.583282 | -0.754456 | 0.21896 | 1.338e-06
CI-2 keeps half the energy at M = 1224.0; estimate 8/x^2 = 1250.0
total CI-2 deficit at M = 10: 0.281080 mhartree; lowest order: 0.281600 mhartree
CI-2: |E|/(|g| sqrt M) at M = 1e12: 0.99999; limit 1.00000; bound 2.00000
CI-4: |E|/(|g| sqrt M) at M = 1e12: 1.73202; limit 1.73205; bound 4.89898
CI-6: |E|/(|g| sqrt M) at M = 1e12: 2.33437; limit 2.33441; bound 7.74597
chain, energy per atom (mhartree):
N | CCD | CI-2 | CI-2/CCD | |E(CI-2)|/sqrt(S)
10 | -1.543988 | -1.509751 | 0.97783 | 0.12487
100 | -1.712142 | -1.468323 | 0.85759 | 0.36581
1000 | -1.728958 | -0.883483 | 0.51099 | 0.69283
infinite chain, band integral: -1.730826 mhartree per atom
CCD energy per added atom, N = 500 to 1000: -1.730826 mhartree
lowest gamma/omega in the N = 1000 chain: -0.19232
\end{verbatim}
